# Janak's theorem with fractional occupations and its check in a radial atom: test program

```python
"""Janak's theorem: dE/dF = eps for a self-consistent Kohn-Sham atom.

E   : total energy after all orbitals have relaxed at fixed occupations
F   : number of electrons in a shell (n,l), spread evenly over m and spin
eps : Kohn-Sham eigenvalue of that shell at the same occupations
The left side is found by finite differences of separate self-consistent
total energies, the right side by diagonalizing the radial Hamiltonian.
System: Nd atom, nonrelativistic spherical unpolarized LDA, Hartree units.
Radial functions u(r) = r R(r) vanish at r = 0 and at the box radius.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 60
DEGREE = 100
MAP_LENGTH = 1.5
BOX = 40.0

# Legendre-Lobatto nodes, weights and derivatives of cardinal functions
inner = roots_jacobi(DEGREE - 1, 1, 1)[0]
x = np.concatenate(([-1.0], inner, [1.0]))
leg = eval_legendre(DEGREE, x)
weight = 2 / (DEGREE * (DEGREE + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
deriv = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -DEGREE * (DEGREE + 1) / 4
deriv[-1, -1] = DEGREE * (DEGREE + 1) / 4

# Map to r in [0, BOX], then keep interior points
shift = 2 * MAP_LENGTH / BOX
r_all = MAP_LENGTH * (1 + x) / (1 - x + shift)
jac = MAP_LENGTH * (2 + shift) / (1 - x + shift)**2
stiff = (deriv.T @ ((weight / jac)[:, None] * deriv))[1:-1, 1:-1]
stiff = (stiff + stiff.T) / 2
r = r_all[1:-1]
W = (weight * jac)[1:-1]
green = np.linalg.inv(stiff)
green = (green + green.T) / 2
kin0 = 0.5 * stiff / np.sqrt(np.outer(W, W))
KIN = [kin0 + np.diag(l * (l + 1) / (2 * r**2)) for l in range(4)]


def xc(n):
    """Exchange and correlation energy per electron, then both potentials."""
    ex = -0.75 * (3 / np.pi)**(1 / 3) * n**(1 / 3)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    a, a1 = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q = 2 * a * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    dq = 2 * a * (0.5 * b1 / rs**0.5 + b2 + 1.5 * b3 * rs**0.5 + 2 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * a * (1 + a1 * rs) * log
    dec = -2 * a * a1 * log + 2 * a * (1 + a1 * rs) * dq / (q * q + q)
    return ex, ec, 4 * ex / 3, ec - rs * dec / 3


def hartree_potential(p):
    """Potential of the radial density p = 4 pi r^2 n."""
    return green @ (W * p / r) / r + np.sum(W * p) / BOX


def radial_density(occ, orbs):
    return sum(occ[k] * orbs[k]**2 for k in occ) / W


def energy_parts(occ, orbs):
    """T, E_ext, E_H, E_xc and the scaling derivative of E_xc."""
    p = radial_density(occ, orbs)
    ex, ec, vx, vc = xc(p / (4 * np.pi * r**2) + 1e-30)
    kinetic = sum(occ[k] * (orbs[k] @ KIN[k[1]] @ orbs[k]) for k in occ)
    return np.array([kinetic, -Z * np.sum(W * p / r),
                     0.5 * np.sum(W * p * hartree_potential(p)),
                     np.sum(W * p * (ex + ec)),
                     3 * np.sum(W * p * (vx + vc - ex - ec))])


def solve_atom(occ, start, exchange_scale=1.0):
    """Self-consistent atom; the mixed variable is r*(v_H + v_xc).

    exchange_scale multiplies the exchange potential only, not the energy.
    """
    s = start.copy()
    inputs, residuals = [], []
    mix = 0.2
    for iteration in range(200):
        orbs, eps = {}, {}
        for l in range(4):
            count = sum(1 for k in occ if k[1] == l)
            ham = KIN[l] + np.diag((s - Z) / r)
            val, vec = eigh(ham, subset_by_index=[0, count - 1])
            for i in range(count):
                orbs[(l + 1 + i, l)] = vec[:, i]
                eps[(l + 1 + i, l)] = val[i]
        p = radial_density(occ, orbs)
        ex, ec, vx, vc = xc(p / (4 * np.pi * r**2) + 1e-30)
        out = r * (hartree_potential(p) + exchange_scale * vx + vc)
        res = out - s
        size = np.max(np.abs(res))
        if size < 1e-7:
            break
        inputs = (inputs + [s])[-8:]
        residuals = (residuals + [res])[-8:]
        if len(inputs) < 2 or (size > 1.0 and iteration < 20):
            s = s + mix * res
        else:
            ds = np.diff(np.array(inputs), axis=0).T
            dr = np.diff(np.array(residuals), axis=0).T
            coef = np.linalg.lstsq(dr, res, rcond=None)[0]
            s = s + mix * res - (ds + mix * dr) @ coef
    assert size < 1e-6, "self-consistency not reached"
    parts = energy_parts(occ, orbs)
    return {"E": np.sum(parts[:4]), "eps": eps, "orbs": orbs,
            "s": s, "parts": parts}


# Test the radial solver on hydrogenic levels and a known Coulomb energy
val, vec = eigh(KIN[0] - np.diag(Z / r), subset_by_index=[0, 1])
assert np.allclose(val, [-Z**2 / 2, -Z**2 / 8], rtol=1e-7)
val_f = eigh(KIN[3] - np.diag(Z / r), subset_by_index=[0, 0])[0][0]
assert abs(val_f / (-Z**2 / 32) - 1) < 1e-7
p_1s = vec[:, 0]**2 / W
coulomb_1s = 0.5 * np.sum(W * p_1s * hartree_potential(p_1s))
assert abs(coulomb_1s / (5 * Z / 16) - 1) < 1e-7

# Test the xc potential as a derivative, and the formulas against libxc
n_test = np.logspace(-4, 3, 30)
up, down = n_test * (1 + 1e-4), n_test * (1 - 1e-4)
slope = (up * sum(xc(up)[:2]) - down * sum(xc(down)[:2])) / (up - down)
assert np.allclose(slope, sum(xc(n_test)[2:]), rtol=1e-6)
lib_e, lib_v = libxc.eval_xc("LDA_X,LDA_C_PW", n_test, spin=0, deriv=1)[:2]
assert np.allclose(np.ravel(lib_e), sum(xc(n_test)[:2]), rtol=2e-5)
assert np.allclose(np.ravel(lib_v[0]), sum(xc(n_test)[2:]), rtol=2e-5)

# Neutral Nd, started from a screened nuclear potential
neutral = {(1, 0): 2, (2, 0): 2, (3, 0): 2, (4, 0): 2, (5, 0): 2, (6, 0): 2,
           (2, 1): 6, (3, 1): 6, (4, 1): 6, (5, 1): 6,
           (3, 2): 10, (4, 2): 10, (4, 3): 4}
assert sum(neutral.values()) == Z
scaled_r = r * (128 * Z / (9 * np.pi**2))**(1 / 3)
guess = Z - np.maximum(1.0, Z / (1 + 0.6 * scaled_r)**2)
atom = solve_atom(neutral, guess)
parts = atom["parts"]
virial = 2 * parts[0] + parts[1] + parts[2] + parts[4]
# First-order sensitive to the density; the terms are of order 1e4 hartree
assert abs(virial) < 5e-3


def with_shell(shell, electrons):
    occ = dict(neutral)
    occ[shell] = electrons
    return occ


def central(values, h):
    return (values[h] - values[-h]) / (2 * h)


def second(values, h):
    return (values[h] + values[-h] - 2 * values[0.0]) / h**2


def extrapolate(rule, values):
    return (4 * rule(values, 0.1) - rule(values, 0.2)) / 3


# Janak's theorem for four shells, each with half an electron removed
names = {(4, 3): "4f", (6, 0): "6s", (5, 1): "5p", (1, 0): "1s"}
steps = [0.0, -0.1, 0.1, -0.2, 0.2]
ladders, table = {}, []
for shell, name in names.items():
    base = neutral[shell] - 0.5
    start = atom["s"]
    runs = {}
    for h in steps:
        runs[h] = solve_atom(with_shell(shell, base + h), start)
        start = runs[0.0]["s"]
    ladders[shell] = runs
    energies = {h: runs[h]["E"] for h in steps}
    numeric = extrapolate(central, energies)
    eigenvalue = runs[0.0]["eps"][shell]
    # Allowance for step error and for the finite self-consistency threshold
    assert abs(numeric - eigenvalue) < 1e-5 + 1e-6 * abs(eigenvalue), name
    table.append((name, base, numeric, eigenvalue))

# Step error, curvature and relaxation for the 4f shell
F4 = (4, 3)
runs = ladders[F4]
mid = runs[0.0]
eps_mid = mid["eps"][F4]
relaxed = {h: runs[h]["E"] for h in steps}
frozen = {h: np.sum(energy_parts(with_shell(F4, 3.5 + h), mid["orbs"])[:4])
          for h in steps}
levels = {h: runs[h]["eps"][F4] for h in steps}
error = {h: central(relaxed, h) - eps_mid for h in (0.1, 0.2)}
error_ratio = error[0.2] / error[0.1]
assert 3.5 < error_ratio < 4.5
frozen_slope = extrapolate(central, frozen)
assert abs(frozen_slope - eps_mid) < 1e-5
curv_relaxed = extrapolate(second, relaxed)
curv_level = extrapolate(central, levels)
curv_frozen = extrapolate(second, frozen)
assert abs(curv_relaxed - curv_level) < 1e-4
assert curv_frozen > curv_relaxed > 0
gain = {h: 0.5 * (frozen[h] + frozen[-h] - relaxed[h] - relaxed[-h])
        for h in (0.1, 0.2)}
gain_ratio = gain[0.2] / gain[0.1]
assert gain[0.1] > 0 and 3.6 < gain_ratio < 4.4

# Removal of a whole 4f electron: energy difference against integral of eps
ion = solve_atom(with_shell(F4, 3.0), mid["s"])
difference = atom["E"] - ion["E"]
nodes, gauss = np.polynomial.legendre.leggauss(3)
integral = 0.0
for node, g in zip(nodes, gauss):
    point = solve_atom(with_shell(F4, 3.5 + node / 2), mid["s"])
    integral += 0.5 * g * point["eps"][F4]
assert abs(difference - integral) < 1e-5
eps_four, eps_three = atom["eps"][F4], ion["eps"][F4]
assert abs(eps_mid - difference) < 0.1 * abs(eps_four - difference)

# Control: exchange potential that is not the derivative of the energy
wrong = {}
start = mid["s"]
for h in (0.0, -0.1, 0.1):
    wrong[h] = solve_atom(with_shell(F4, 3.5 + h), start, 1.5)
    start = wrong[0.0]["s"]
wrong_slope = (wrong[0.1]["E"] - wrong[-0.1]["E"]) / 0.2
wrong_eps = wrong[0.0]["eps"][F4]
assert abs(wrong_slope - wrong_eps) > 0.01

print(f"Nd nuclear charge: {Z}; box radius: {BOX:.1f} bohr")
print(f"polynomial degree: {DEGREE}; map length: {MAP_LENGTH:.1f} bohr")
print(f"neutral total energy: {atom['E']:.5f} hartree")
for label, value in zip(("kinetic", "nuclear", "Hartree", "xc"), parts):
    print(f"neutral {label} energy: {value:.5f} hartree")
print(f"scaling-relation residual: {virial:.1e} hartree")
print("shell, electrons F, dE/dF, eigenvalue, difference (hartree)")
for name, base, numeric, eigenvalue in table:
    print(f"{name} {base:.1f} {numeric:.6f} {eigenvalue:.6f} "
          f"{numeric - eigenvalue:.1e}")
print("4f shell around F = 3.5:")
for h in (-0.2, -0.1, 0.0, 0.1, 0.2):
    print(f"F={3.5 + h:.1f}: E={relaxed[h]:.7f}, "
          f"eps={levels[h]:.6f} hartree")
for h in (0.2, 0.1):
    print(f"step {h:.1f}: slope={central(relaxed, h):.7f}, "
          f"error={error[h]:.3e} hartree")
print(f"ratio of step errors: {error_ratio:.3f}")
print(f"frozen-orbital slope: {frozen_slope:.6f} hartree")
print(f"frozen curvature: {curv_frozen:.5f} hartree")
print(f"relaxed curvature from E: {curv_relaxed:.5f} hartree")
print(f"relaxed curvature from eps: {curv_level:.5f} hartree")
print(f"relaxed curvature: {curv_relaxed * HARTREE_EV:.3f} eV")
for h in (0.2, 0.1):
    print(f"mean relaxation gain, step {h:.1f}: {gain[h]:.4e} hartree")
print(f"ratio of relaxation gains: {gain_ratio:.3f}")
print(f"E(4f3), 6s2 kept: {ion['E']:.6f} hartree")
print(f"E(4f4)-E(4f3): {difference:.6f} hartree")
print(f"integral of eps from F=3 to 4: {integral:.6f} hartree")
print(f"eps at F=3: {eps_three:.6f} hartree")
print(f"eps at F=3.5: {eps_mid:.6f} hartree")
print(f"eps at F=4: {eps_four:.6f} hartree")
print(f"4f removal energy: {-difference * HARTREE_EV:.3f} eV")
print(f"midpoint estimate minus difference: "
      f"{eps_mid - difference:.6f} hartree")
print(f"endpoint F=4 minus difference: {eps_four - difference:.6f} hartree")
print("control, exchange potential times 1.5 at F=3.5:")
print(f"slope={wrong_slope:.5f}, eps={wrong_eps:.5f} hartree")
print("all assertions hold")
```

It prints:

```
Nd nuclear charge: 60; box radius: 40.0 bohr
polynomial degree: 100; map length: 1.5 bohr
neutral total energy: -9280.28653 hartree
neutral kinetic energy: 9276.05244 hartree
neutral nuclear energy: -22003.04541 hartree
neutral Hartree energy: 3654.93028 hartree
neutral xc energy: -208.22385 hartree
scaling-relation residual: 3.6e-06 hartree
shell, electrons F, dE/dF, eigenvalue, difference (hartree)
4f 3.5 -0.433383 -0.433383 2.9e-07
6s 1.5 -0.207516 -0.207516 -1.7e-08
5p 5.5 -0.974351 -0.974351 1.1e-07
1s 1.5 -1524.017576 -1524.017571 -4.1e-06
4f shell around F = 3.5:
F=3.3: E=-9280.0371872, eps=-0.544613 hartree
F=3.4: E=-9280.0888266, eps=-0.488378 hartree
F=3.5: E=-9280.1349041, eps=-0.433383 hartree
F=3.6: E=-9280.1755464, eps=-0.379684 hartree
F=3.7: E=-9280.2108862, eps=-0.327345 hartree
step 0.2: slope=-0.4342476, error=-8.646e-04 hartree
step 0.1: slope=-0.4335989, error=-2.159e-04 hartree
ratio of step errors: 4.004
frozen-orbital slope: -0.433383 hartree
frozen curvature: 0.94406 hartree
relaxed curvature from E: 0.54357 hartree
relaxed curvature from eps: 0.54357 hartree
relaxed curvature: 14.791 eV
mean relaxation gain, step 0.2: 8.0137e-03 hartree
mean relaxation gain, step 0.1: 2.0027e-03 hartree
ratio of relaxation gains: 4.001
E(4f3), 6s2 kept: -9279.847703 hartree
E(4f4)-E(4f3): -0.438826 hartree
integral of eps from F=3 to 4: -0.438826 hartree
eps at F=3: -0.720311 hartree
eps at F=3.5: -0.433383 hartree
eps at F=4: -0.179309 hartree
4f removal energy: 11.941 eV
midpoint estimate minus difference: 0.005443 hartree
endpoint F=4 minus difference: 0.259517 hartree
control, exchange potential times 1.5 at F=3.5:
slope=-0.40818, eps=-0.76324 hartree
all assertions hold
```
